# Shot Noise of a Normal-Superconductor Contact from Andreev Eigenvalues, part 2

A normal reservoir at voltage \(V\) and temperature \(\Theta\) is connected through a normal region to a superconductor with gap \(\Delta\). We want the current \(I\), the zero-frequency noise \(S\) and the Fano factor, with

\[
S=2\int_{-\infty}^{\infty}dt\,\langle\Delta I(t)\,\Delta I(0)\rangle ,\qquad F=\frac{S}{2eI}.
\]

Here \(e>0\), and \(eV\) and \(k_B\Theta\) lie far below \(\Delta\). The interface is ideal, and inelastic scattering is neglected.

The normal region has \(N\) channels per spin. Side 1 faces the reservoir and side 2 the superconductor. Its electron scattering matrix has blocks \(r_{11},t_{12},t_{21},r_{22}\), and \(t_{21}t_{21}^\dagger\) has eigenvalues \(T_n\). Time-reversal symmetry makes the scattering matrix symmetric. Part (b) used this symmetry to find the Andreev eigenvalues, the probabilities for an electron to return as a hole:

\[
R_n=\frac{T_n^2}{(2-T_n)^2}.
\]

Part (c) found

\[
S=\frac{16e^2}{h}\Big[k_B\Theta\sum R_n^2+eV\coth\frac{eV}{k_B\Theta}\sum R_n(1-R_n)\Big].
\]

At zero temperature

\[
I=\frac{4e^2V}{h}\sum R_n,\qquad F=2\Big(1-\frac{\sum R_n^2}{\sum R_n}\Big).
\]

The conductance with the superconductor is \(G_{NS}=I/V\). If a normal reservoir replaces the superconductor, \(G_N=(2e^2/h)\sum T_n\) and \(F_N=\sum T_n(1-T_n)/\sum T_n\).

The normal region is now a disordered wire of length \(L\), and the distribution of its \(T_n\) is needed. Part (e) adds a thin disordered slice at side 2. Its mean reflection probability is \(ds=dL/\ell\), which defines the transport length \(\ell\) of this model, so \(s=L/\ell\). The slice scatters each channel evenly into all channels. The question is to find \(dT_n/ds\) for \(N\gg1\).

**Solution.** Let the slice reflect with the symmetric matrix \(r_s\) and transmit with \(t_s\). Summing bounces between wire and slice, the new transmission matrix is \(t'=t_s(1-r_{22}r_s)^{-1}t_{21}\).

Write \(t_{21}=u\sqrt T\,w\) with unitary \(u,w\) and diagonal \(T\). The matrix \(M=u^\dagger r_{22}u^*\) is symmetric and satisfies \(MM^\dagger=M^\dagger M=1-T\). It thus commutes with \(1-T\) and is diagonal when the \(T_n\) differ. Its phases can be absorbed in \(u\) and \(w\), giving \(r_{22}=-u\sqrt{1-T}\,u^T\). Put \(\rho=u^Tr_su\) and \(K=\sqrt{1-T}\,\rho\). Since \(t_s^\dagger t_s=1-r_s^\dagger r_s\),

\[
w\,t'^\dagger t'w^\dagger=\sqrt T(1+K^\dagger)^{-1}(1-\rho^\dagger\rho)(1+K)^{-1}\sqrt T .
\]

To second order in \(\rho\), the matrix between the roots is

\[
1-K-K^\dagger+K^2+K^{\dagger2}+K^\dagger K-\rho^\dagger\rho .
\]

Random phases make \(\rho\) and \(\rho\rho\) average to zero, while \(\langle|\rho_{nm}|^2\rangle=ds/N\) at leading order. The diagonal terms shift \(T_n\) by

\[
T_n\,ds\Big[\frac1N\sum_m(1-T_m)-1\Big]=-\frac{T_n\,ds}{N}\sum_mT_m .
\]

The off-diagonal terms act in second-order perturbation theory. Their mean square is \(T_nT_m(2-T_n-T_m)ds/N\), to be divided by \(T_n-T_m\). Adding both shifts and dropping the single term \(m=n\), which is smaller by \(1/N\),

\[
\frac{dT_n}{ds}=\sum_{m\ne n}\frac{T_nT_m}{N}\Big[\frac{2-T_n-T_m}{T_n-T_m}-1\Big]
=\frac{2T_n(1-T_n)}{N}\sum_{m\neq n}\frac{T_m}{T_n-T_m}.
\]

Random changes of \(T_n\) about this drift have variance of order \(ds/N\) and are neglected too.

### (f) What density of eigenvalues results?

**Question.** Set \(T=1/\cosh^2x\). Starting from a ballistic contact, find \(\sum T_n\) and the density of \(x\) in a long wire.

**Solution.** Here \(dT/dx=-2T\tanh x\) and \(1-T=\tanh^2x\), so

\[
\frac{dx_n}{ds}=-\frac{\tanh x_n}{N}\sum_m\frac{T_m}{T_n-T_m}
=\frac{\sinh2x_n}{N}\sum_m\frac1{\cosh2x_n-\cosh2x_m}.
\]

The second form uses \(T_m/(T_n-T_m)=\cosh^2x_n/(\cosh^2x_m-\cosh^2x_n)\) and \(2\cosh^2x=1+\cosh2x\). Because \(\coth(x-y)+\coth(x+y)=2\sinh2x/(\cosh2x-\cosh2y)\), an even density \(p(x)\) with \(\int_0^\infty p\,dx=N\) moves with velocity

\[
v(x)=\frac1{2N}\,\mathrm{P}\!\!\int_{-\infty}^{\infty}p(y)\coth(x-y)\,dy,\qquad \partial_sp+\partial_x(pv)=0 .
\]

Define \(U(\zeta)=(1/2N)\int p(y)\coth(\zeta-y)dy\) for complex \(\zeta\). Just above the real axis \(U=v-i\pi p/2N\). Just below the line \(\mathrm{Im}\,\zeta=\pi\), periodicity gives \(U=v+i\pi p/2N\). On these lines the imaginary part of \(W=\partial_sU+\partial_\zeta(U^2/2)\) is \(\mp(\pi/2N)[\partial_sp+\partial_x(pv)]=0\). Inside the strip \(W\) is analytic, and it vanishes at both ends because \(U\to\pm1\). If \(p\) has no singularity strong enough to give \(W\) a pole on the edges, \(\mathrm{Im}\,W=0\) throughout, so \(W\) is a constant, namely zero:

\[
\partial_sU+U\,\partial_\zeta U=0,\qquad U=U_0(\zeta-sU).
\]

Differentiating the implicit solution confirms it: \(\partial_\zeta U=U_0'/(1+sU_0')\) and \(\partial_sU=-UU_0'/(1+sU_0')\).

A ballistic start has all \(x_n=0\), so \(U_0=\coth\zeta\). Put \(\zeta=i\pi/2+\delta\). Since \(\coth(i\pi/2+z)=\tanh z\),

\[
\delta=\operatorname{artanh}U+sU .
\]

Near \(\delta=0\) this gives \(U'=1/(1+s)\). The definition gives \(U'(i\pi/2)=\sum T_n/N\), because \(\sinh^2(i\pi/2-y)=-\cosh^2y\). Hence

\[
\sum_nT_n=\frac N{1+s},
\]

which is Ohm's law plus a contact resistance.

For \(s\gg1\) and \(x\) of order one, \(U\) is small and \(U\simeq\delta/(1+s)\) with \(\delta=x-i\pi/2\). Its imaginary part must equal \(-\pi p/2N\), so \(p=N/(1+s)\): the density is uniform. The regime is \(\ell\ll L\ll N\ell\); beyond the upper limit \(\sum T_n\) is no longer large and the large-\(N\) argument fails.

### (g) What are the conductance and Fano factor of the wire?

**Question.** Use the uniform density to find \(G_{NS}\) and \(F\), and compare with normal contacts.

**Solution.** From \((2-T)/T=2\cosh^2x-1=\cosh2x\) we get \(R=1/\cosh^22x\). With \(z=\tanh2x\), \(dx=dz/[2(1-z^2)]\) and

\[
\int_0^\infty R\,dx=\frac12\int_0^1dz=\frac12,\qquad \int_0^\infty R^2dx=\frac12\int_0^1(1-z^2)dz=\frac13 .
\]

Thus \(\sum R_n=N/[2(1+s)]=\tfrac12\sum T_n\) and \(G_{NS}=(4e^2/h)\sum R_n=G_N\). The noise follows from

\[
F=2\Big(1-\frac{1/3}{1/2}\Big)=\frac23 .
\]

For normal contacts the same integrals with \(T=1/\cosh^2x\) are 1 and \(2/3\), so \(F_N=1/3\). The function \(R(x)\) is \(T(2x)\), and stretching a uniform density does not change a ratio of averages. The factor \(1/3\) from partly open channels is therefore common to both cases, and charge \(2e\) supplies the factor 2. The value \(2/3\) alone does not identify the charge: a single channel with \(T=1/3\) between normal contacts transfers charge \(e\) and also has \(F_N=1-T=2/3\).

### (h) How long must the wire be, and what does a barrier do?

**Question.** Find \(F\) at finite \(s\), also when the wire is in series with a barrier of transparency \(\Gamma\) in every channel.

**Solution.** Evaluate \(U'=-(1/2N)\int p\,g\,dy\), \(g=1/\sinh^2(\zeta-y)\), at \(\zeta=i\pi/4\). There \(g=-2/(1+i\sinh2y)\), whose even part is \(-2R\). So \(U'=2\sum R_n/N\). Further, \(g''=4g+6g^2\), and the even part of \(g^2\) is \(4(1-\sinh^22y)/\cosh^42y=8R^2-4R\). This gives \(U'''=-\sum(48R_n^2-32R_n)/N\), and therefore

\[
\frac{\sum R_n^2}{\sum R_n}=\frac23-\frac{U'''}{24U'},\qquad F=\frac23+\frac{U'''}{12U'}\Big|_{\zeta=i\pi/4}.
\]

For the ballistic start and large \(s\), the inverse function \(\delta(U)\) has \(\delta_U\simeq1+s\) and \(\delta_{UUU}\simeq2\). Then \(U'\simeq1/(1+s)\), \(U'''\simeq-2/(1+s)^4\) and \(F\simeq2/3-1/[6(1+s)^3]\). The full relation gives \(F=0.406\) at \(s=0.1\), 0.651 at \(s=1\) and 0.6665 at \(s=10\).

With a barrier, \(U_0=\sinh2\zeta/(\cosh2\zeta-2/\Gamma+1)\). The formulas for \(F\) and \(\sum R_n\) are unchanged, and \(\sum T_n=N/(s+1/\Gamma)\).

These large-\(N\) results were compared with 30 random wires of 32 channels at \(s=4.17\), built from slices without time-reversal symmetry to test the distribution of \(T_n\). Their \(T_n\) were inserted into \(R_n=T_n^2/(2-T_n)^2\), so the \(F\) quoted tests that distribution. It is not the Fano factor of a wire without the symmetry, where part (b) does not hold. Without a barrier \(F=0.685\pm0.014\), against 0.666 predicted. With \(\Gamma=0.3\), \(F=0.670\pm0.029\), against 0.712. Both differ by about 1.5 standard errors. Slices with the symmetry gave \(0.731\pm0.016\), about 10 % above the large-\(N\) value. A shift of relative order \(1/\sum T_n\simeq0.17\) is allowed at this size. That it is weak localization is a conjecture, since this sample does not isolate the cause.

### (i) What noise does a copper-like wire on niobium produce?

**Question.** A wire is 250 nm long, 80 nm wide and 30 nm thick. Take rough values: electron density \(n=8.5\times10^{22}\) cm\(^{-3}\), diffusion constant \(D=100\) cm\(^2\)/s, gap 1.4 meV. The bias is 40 µV and the temperature 30 mK. Find the noise and size the neglected effects.

**Solution.** For free electrons \(k_F=(3\pi^2n)^{1/3}=13.60\) nm\(^{-1}\), and the mean free path is \(3D/v_F=19.1\) nm. Counting transverse modes by area alone (hard walls lower the count by 0.7 %) gives \(N=k_F^2\times(\text{area})/4\pi\simeq3.53\times10^4\). A three-dimensional metal does not mix its channels evenly, since grazing channels scatter more per unit length; with isotropic scattering a thin slice reflects on average \(dL\) divided by the mean free path itself. So \(\ell\) is fixed here by the long-wire limit, not by the thin slice of part (e). Equating \((2e^2/h)N\ell/L\) to the Drude conductance gives \(\ell=\tfrac43\times19.1=25.4\) nm, so \(s=250/25.4=9.84\). Then

\[
\sum T_n=\frac{N}{1+s}=\frac{3.53\times10^4}{10.84}\simeq3.26\times10^3,\qquad \frac1{G_{NS}}=3.96\ \Omega,\qquad I=\frac{40\ \mu\mathrm V}{3.96\ \Omega}=10.1\ \mu\mathrm A .
\]

At zero temperature

\[
S=2eI\cdot\tfrac23=2.16\times10^{-24}\ \mathrm{A^2/Hz},
\]

or 1.47 pA/√Hz. Normal contacts at the same current give half this \(S\).

Temperature is the largest correction sized for the ideal interface. With \(\sum R_n^2=\tfrac23\sum R_n\), part (c) gives \(S(\Theta)/S(0)=\coth(eV/k_B\Theta)+2k_B\Theta/eV\). For \(k_B\Theta=2.59\) µeV this is \(1+2(2.59)/40\), an excess of 12.9 %. This assumes the electrons of the normal reservoir stay at 30 mK. Andreev reflection carries no heat into the superconductor, so the power \(IV=0.40\) nW leaves through the normal reservoir. If it flows out through a spreading resistance \(R_{\rm res}\), the Wiedemann-Franz law gives \(\Theta_e^2=\Theta^2+2IVR_{\rm res}/L_0\) with \(L_0=\pi^2k_B^2/3e^2\). For \(R_{\rm res}=0.05\ \Omega\) this is about 50 mK, and the excess becomes 22 %.

The Thouless energy \(\hbar D/L^2\) is 105 µeV, so \(eV\) is 0.38 of it and 0.029 of the gap. To size this, take the Usadel equation as given: \(\theta''=-2i\epsilon\sin\theta\) on \(0<y<1\), with \(\epsilon=eVL^2/\hbar D\), \(\theta(0)=0\) and \(\theta(1)=\pi/2+i\operatorname{artanh}(eV/\Delta)\). The conductance at energy \(eV\), relative to \(G_N\), is \(1/\int_0^1dy/\cosh^2(\mathrm{Im}\,\theta)\). Its solution raises the differential conductance at \(eV\) by 0.37 %. The rise grows as the square of the energy, so the current, which averages over the window from 0 to \(eV\), rises by about a third of that, 0.12 %. The corresponding change of noise was not computed.

Within the even-mixing model, finite length shifts \(G_{NS}\) by 0.05 % and leaves \(F=0.6665\). The model itself is less accurate than that: the Boltzmann equation with isotropic scattering and specular walls gives \(\sum T_n\simeq N/(s+1.07)\) at this length, 0.6 % below the value used. The weak-localization scale \(1/\sum T_n\) is \(3\times10^{-4}\).

The material values are rough. Free electrons give a density of states of \(1.13\times10^{47}\) J\(^{-1}\)m\(^{-3}\), while the specific heat of real copper gives about \(1.56\times10^{47}\); at the same \(D\) the larger value lowers the resistance to about 3.0 Ω and raises \(I\) and \(S\) by about a third, with \(F\) unchanged. A real interface may also be imperfect. With the wire held fixed, a transparency of 0.5 lowers \(G_{NS}\) by 8.6 %, yet \(F=0.667\), with the wire carrying \(s/(s+1/\Gamma)=83\) % of the normal-state resistance. A bare majority is not enough: at \(\Gamma=0.15\) the share is 60 % and \(F=0.71\). The effect of inelastic scattering was not sized either. It must be slow compared with the diffusion time \(L^2/D=6.25\) ps, a condition that grows harder to meet as \(L^2\). The remaining figures are in the numerical output below.

## Numbers as computed

```
One channel: T, R, G_NS/G_N, F normal, F NS (no units)
  0.001 2.5025e-07 5.0050e-04 0.9990 2.0000
  0.010 2.5252e-05 5.0504e-03 0.9900 1.9999
  0.100 2.7701e-03 5.5402e-02 0.9000 1.9945
  0.500 1.1111e-01 4.4444e-01 0.5000 1.7778
  0.900 6.6942e-01 1.4876e+00 0.1000 0.6612
  1.000 1.0000e+00 2.0000e+00 0.0000 0.0000
BdG delta barrier, largest error in R: 3.6e-06
R eigenvalue error, time reversal kept: 7.8e-16
R eigenvalue error, time reversal broken: 0.161
Diffusive integrals of R and R(1-R): 0.500000 0.166667
Diffusive F, normal and NS: 0.333333 0.666667
Thin slice, largest drift error (dT/ds): 0.0027
Large-N F of NS wire against length s:
  s =   0.1  F = 0.4061
  s =   0.5  F = 0.6227
  s =   1.0  F = 0.6508
  s =   3.0  F = 0.6644
  s =  10.0  F = 0.6665
  s = 100.0  F = 0.6667
Random wires: N = 32, s = 4.167, samples = 30
  barrier 1.0: sum T = 6.151 +- 0.044, theory 6.194
  barrier 1.0: F = 0.6852 +- 0.0143, theory 0.6656
  barrier 0.3: sum T = 4.368 +- 0.048, theory 4.267
  barrier 0.3: F = 0.6695 +- 0.0289, theory 0.7118
  symmetric slices: sum T = 5.997 +- 0.071, F = 0.7312 +- 0.0155
Wire length, width, thickness: 250 80 30 nm
Electron density (rough): 8.50e+22 cm^-3
Diffusion constant (rough): 100 cm^2/s
Gap of niobium (rough): 1.4 meV
Bias: 40 uV; temperature: 30 mK
Fermi wave number: 13.60 nm^-1
Mean free path, transport length: 19.1 25.4 nm
Length s: 9.84; channels N: 35337
Sum of T: 3259
Resistance: 3.960 ohm; current: 10.10 uA
Shot noise NS: 2.158e-24 A^2/Hz = 1.469 pA/sqrt(Hz)
Shot noise with normal contacts: 1.079e-24 A^2/Hz
Thermal energy kT: 2.59 ueV
NS noise at this temperature: 2.437e-24 A^2/Hz
  excess over zero temperature: 12.9 %
Thouless energy: 105.3 ueV; eV/E_th: 0.380
eV/gap: 0.0286
Finite-energy change of conductance: 0.369 % (linearized 0.370 %)
Finite-length change of G_NS: 0.048 %; F = 0.66654
Interface transparency 0.5: G_NS change -8.6 %, F = 0.6672
Weak localization scale 1/(sum T): 3.1e-04
Diffusion time L^2/D: 6.25 ps
```
